# Rotating Nonlocal Projections Between Symmetry-Related k-Points

## An inverted chain

Take a one-dimensional crystal of period \(a\), symmetric under \(x\to -x\), with one atom at \(0\) and another, of a different kind, at \(a/2\). A Bloch function obeys \(\psi(x+a)=e^{ika}\psi(x)\), and its mirror image \(\psi'(x)=\psi(-x)\) has wavevector \(-k\). Let \(f(|x-a/2|)\) be a real, even, localized function on the second atom, and let \(P=\int f(|x-a/2|)\,\psi(x)\,dx\). With \(x=-s\), the projection of the mirror image is

\[
P'=\int f(|s+a/2|)\,\psi(s)\,ds=e^{-ika}P. \tag{1}
\]

The integral has moved to the atom at \(-a/2\), one period to the left of the atom used in \(P\), and Bloch's theorem supplies the factor \(e^{-ika}\). For the odd projector \((x-a/2)f\), the substitution gives \(x-a/2=-(s+a/2)\), hence an additional minus sign. The atom at the origin stays where it is and acquires no Bloch phase. Unless \(ka\) is a multiple of \(2\pi\), the Bloch factor therefore changes the *relative* phase of the two atoms, and no choice of overall phase for \(\psi'\) can undo that.

In three dimensions the sign becomes a rotation matrix, equivalent atoms may be exchanged, and the period becomes a lattice vector.

## States, projectors and symmetry operations

Let \(\psi_{\mathbf k}\) be a spinless Bloch function normalized over one cell of volume \(\Omega\), with

\[
\psi_{\mathbf k}(\mathbf r+\mathbf T)=e^{i\mathbf k\cdot\mathbf T}\psi_{\mathbf k}(\mathbf r) \tag{2}
\]

for every lattice vector \(\mathbf T\). Atom \(a\) of the home cell sits at \(\mathbf d_a\) and carries the projectors

\[
\beta_{alm}(\mathbf r)=f_l(|\mathbf r-\mathbf d_a|)\,Y_{lm}(\mathbf r-\mathbf d_a),\qquad
P_{alm}[\psi]=\int\beta_{alm}(\mathbf r)\,\psi(\mathbf r)\,d^3r . \tag{3}
\]

Here \(Y_{lm}\) is a real, orthonormal spherical harmonic of the direction of its argument, \(f_l\) is real and localized, and the integral runs over all space. Since \(\beta\) and \(\psi\) both have the unit m\(^{-3/2}\), \(P\) is dimensionless.

A space-group operation acts as \(\mathbf r\to R\mathbf r+\boldsymbol\tau\), where \(R\) is orthogonal, proper or improper. It sends each atom to an equivalent one, possibly in another cell:

\[
R\mathbf d_a+\boldsymbol\tau=\mathbf d_{a'}+\mathbf L_a . \tag{4}
\]

The map \(a\to a'\) is the atom permutation. The lattice vector \(\mathbf L_a\) is what must be subtracted to return the image to the home cell. Equivalent atoms are assumed to carry the same \(f_l\). The rotated state is

\[
\psi'(\mathbf r)=\psi_{\mathbf k}\big(R^{-1}(\mathbf r-\boldsymbol\tau)\big). \tag{5}
\]

Because \(R^{-1}\mathbf T\) is again a lattice vector, (2) gives

\[
\psi'(\mathbf r+\mathbf T)=e^{i\mathbf k\cdot R^{-1}\mathbf T}\psi'(\mathbf r)=e^{iR\mathbf k\cdot\mathbf T}\psi'(\mathbf r), \tag{6}
\]

where the last step uses that \(R\) preserves scalar products. So \(\psi'\) belongs to \(R\mathbf k\).

## Real rotation matrices

The function \(|\mathbf v|^lY_{lm}(\mathbf v)\) is a homogeneous polynomial of degree \(l\) that satisfies Laplace's equation. Replacing \(\mathbf v\) by \(R\mathbf v\) preserves both properties, since the Laplacian is invariant under orthogonal maps. The \(2l+1\) functions of given \(l\) span all such polynomials, so for a unit vector \(\mathbf u\)

\[
Y_{lm}(R\mathbf u)=\sum_{m'}D^l_{mm'}(R)\,Y_{lm'}(\mathbf u),\qquad
D^l_{mm'}(R)=\int Y_{lm}(R\mathbf u)Y_{lm'}(\mathbf u)\,d\Omega_u . \tag{7}
\]

The matrix is real because the harmonics are. Orthonormality survives a rotation of the integration variable, so inserting (7) twice into \(\int Y_{lm}(R\mathbf u)Y_{lm'}(R\mathbf u)\,d\Omega_u=\delta_{mm'}\) gives

\[
\sum_{n}D^l_{mn}D^l_{m'n}=\delta_{mm'},\qquad D^l(R^{-1})=D^l(R)^{T}. \tag{8}
\]

The second relation follows from the first and from \(D^l(R_1R_2)=D^l(R_1)D^l(R_2)\), which results from applying (7) first to \(R_1\) and then to \(R_2\). For inversion the polynomial degree gives \(D^l=(-1)^l\mathbf 1\).

To connect \(D^l\) with the Wigner matrix, let \(\mathcal Y_{l\mu}\) be complex harmonics with the Condon–Shortley phase. For a proper rotation by \(\theta\) about \(\mathbf n\), define \(W_{\mu'\mu}(R)=\langle l\mu'|e^{-i\theta\mathbf n\cdot\mathbf L/\hbar}|l\mu\rangle\), where \(\mathbf L\) without an atom index is angular momentum. This operator changes \(\mathcal Y_{l\mu}(\mathbf u)\) into \(\mathcal Y_{l\mu}(R^{-1}\mathbf u)\), so

\[
\mathcal Y_{l\mu}(R^{-1}\mathbf u)=\sum_{\mu'}\mathcal Y_{l\mu'}(\mathbf u)W_{\mu'\mu}(R). \tag{9}
\]

Replace \(R\) by \(R^{-1}\) and use unitarity, \(W_{\mu'\mu}(R^{-1})=W^*_{\mu\mu'}(R)\). Then \(\mathcal Y(R\mathbf u)=W^*\mathcal Y(\mathbf u)\) in vector notation. The real harmonics are \(Y=C\mathcal Y\), with \(Y_{l0}=\mathcal Y_{l0}\) and, for \(\mu>0\),

\[
Y_{l\mu}=\frac{(-1)^\mu\mathcal Y_{l\mu}+\mathcal Y_{l,-\mu}}{\sqrt2},\qquad
Y_{l,-\mu}=\frac{(-1)^\mu\mathcal Y_{l\mu}-\mathcal Y_{l,-\mu}}{i\sqrt2}. \tag{10}
\]

Since \(C\) is unitary, \(Y(R\mathbf u)=CW^*C^\dagger Y(\mathbf u)\). The product \(CW^*C^\dagger\) is \(D^l\), which is real and so equals its own complex conjugate:

\[
D^l(R)=C^*\,W(R)\,C^{T}. \tag{11}
\]

An improper \(R\) is inversion times a proper rotation, so its matrix is \((-1)^l\) times that of \(-R\).

## The projections of the rotated state

Consider the projection of \(\psi'\) on the image atom \(a'\). Shifting the integration variable by \(\mathbf L_a\) and using (6),

\[
\int\beta_{a'lm}(\mathbf r-\mathbf L_a)\psi'(\mathbf r)\,d^3r
=\int\beta_{a'lm}(\mathbf r)\psi'(\mathbf r+\mathbf L_a)\,d^3r
=e^{iR\mathbf k\cdot\mathbf L_a}P_{a'lm}[\psi'] . \tag{12}
\]

Solve this for \(P_{a'lm}[\psi']\) and substitute \(\mathbf r=R\mathbf s+\boldsymbol\tau\), whose Jacobian has modulus one. By (5), \(\psi'(\mathbf r)=\psi_{\mathbf k}(\mathbf s)\). By (4), the argument of the displaced projector is

\[
\mathbf r-\mathbf L_a-\mathbf d_{a'}=R\mathbf s+\boldsymbol\tau-(R\mathbf d_a+\boldsymbol\tau)=R(\mathbf s-\mathbf d_a). \tag{13}
\]

The radial function sees only \(|\mathbf s-\mathbf d_a|\), and the harmonic is expanded by (7). What remains is the integral (3) for atom \(a\):

\[
\boxed{P_{a'lm}[\psi']=e^{-iR\mathbf k\cdot\mathbf L_a}\sum_{m'}D^l_{mm'}(R)\,P_{alm'}[\psi_{\mathbf k}]}. \tag{14}
\]

For the chain, \(R\mathbf k\to-k\) and \(\mathbf L_a\to-a\), because \(-a/2=a/2-a\). The phase is \(e^{-i(-k)(-a)}=e^{-ika}\), as in (1). A pure lattice translation, \(R=1\) and \(\boldsymbol\tau=\mathbf T\), gives \(\mathbf L_a=\mathbf T\) and the common factor \(e^{-i\mathbf k\cdot\mathbf T}\), as expected for \(\psi_{\mathbf k}(\mathbf r-\mathbf T)\). At \(\mathbf k=0\) all Bloch phases are one, so a calculation at that point cannot reveal their omission.

## Why the rotated state is an eigenstate

Equation (14) concerns a rotated function. To use it for energy bands, one needs that function to solve the Schrödinger equation at \(R\mathbf k\). The kinetic energy and a crystal-symmetric local potential commute with the operation. Let the nonlocal potential be

\[
V_{\rm NL}=\sum_{a\mathbf T}\sum_{lm}E_l^{a}\,|\beta^{\mathbf T}_{alm}\rangle\langle\beta^{\mathbf T}_{alm}|,\qquad
\beta^{\mathbf T}_{alm}(\mathbf r)=\beta_{alm}(\mathbf r-\mathbf T), \tag{15}
\]

with strengths independent of \(m\) and equal on equivalent atoms. Let \(O\) be the unitary operator that turns \(\psi_{\mathbf k}\) into \(\psi'\). Applied to a projector, it produces the argument

\[
R^{-1}(\mathbf r-\boldsymbol\tau)-\mathbf T-\mathbf d_a
=R^{-1}(\mathbf r-\mathbf d_{a'}-\mathbf L_a-R\mathbf T), \tag{16}
\]

so that, by (7) and (8),

\[
O\beta^{\mathbf T}_{alm}=\sum_{m'}D^l_{m'm}(R)\,\beta^{\mathbf L_a+R\mathbf T}_{a'lm'} . \tag{17}
\]

In \(OV_{\rm NL}O^\dagger\) the sum over \(m\) gives \(\sum_mD^l_{m'm}D^l_{m''m}=\delta_{m'm''}\). The map from \((a,\mathbf T)\) to \((a',\mathbf L_a+R\mathbf T)\) is one-to-one, so the remaining sum is \(V_{\rm NL}\) again. Hence \(\psi'\) has the same energy as \(\psi_{\mathbf k}\). Its nonlocal energy per cell,

\[
\varepsilon_{\rm NL}=\sum_{alm}E_l^a|P_{alm}|^2, \tag{18}
\]

is also unchanged: the phases cancel in (14), and the orthogonal matrices preserve the sum over \(m\).

If the strengths depended on \(m\) through a fixed external axis, this argument would fail for operations that move the axis. With spin–orbit coupling, the two spin components must be rotated as well, and (14) alone is incomplete.

## The same result in plane waves

Write \(\mathbf q=\mathbf k+\mathbf G\) and \(\psi_{\mathbf k}=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf q\cdot\mathbf r}\). With \(\mathbf r=\mathbf d_a+\mathbf u\), expand \(e^{i\mathbf q\cdot\mathbf u}=4\pi\sum_{lm}i^lj_l(qu)Y_{lm}(\mathbf q)Y_{lm}(\mathbf u)\). The angular integral in (3) selects one term:

\[
P_{alm}=\frac{4\pi i^l}{\sqrt\Omega}\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf q\cdot\mathbf d_a}F_l(q)Y_{lm}(\mathbf q),\qquad
F_l(q)=\int_0^\infty u^2f_l(u)j_l(qu)\,du . \tag{19}
\]

Inserting the plane waves into (5) shows that \(\psi'\) has the coefficient \(c_{\mathbf G}e^{-iR\mathbf q\cdot\boldsymbol\tau}\) at wavevector \(R\mathbf q\). On atom \(a'\) the phase in (19) becomes

\[
e^{iR\mathbf q\cdot(\mathbf d_{a'}-\boldsymbol\tau)}
=e^{iR\mathbf q\cdot(R\mathbf d_a-\mathbf L_a)}
=e^{i\mathbf q\cdot\mathbf d_a}e^{-iR\mathbf k\cdot\mathbf L_a}. \tag{20}
\]

The last step uses \(e^{-iR\mathbf G\cdot\mathbf L_a}=1\), since \(R\mathbf G\) is a reciprocal lattice vector. Expanding \(Y_{lm}(R\mathbf q)\) then gives (14) again. A cutoff on \(|\mathbf k+\mathbf G|\) keeps \(R\mathbf q\) whenever it keeps \(\mathbf q\), so truncating the basis does not spoil the relation.

## Phase conventions, folding and time reversal

Some formulations remove the atomic phase and use \(p_{alm}=e^{-i\mathbf k\cdot\mathbf d_a}P_{alm}\). For the rotated state the removed phase is \(e^{-iR\mathbf k\cdot\mathbf d_{a'}}\), and (14) becomes

\[
p'_{a'lm}=e^{-iR\mathbf k\cdot(\mathbf d_{a'}+\mathbf L_a)}e^{i\mathbf k\cdot\mathbf d_a}\sum_{m'}D^l_{mm'}p_{alm'}
=e^{-iR\mathbf k\cdot\boldsymbol\tau}\sum_{m'}D^l_{mm'}p_{alm'} . \tag{21}
\]

Here (4) was used together with \(R\mathbf k\cdot R\mathbf d_a=\mathbf k\cdot\mathbf d_a\). The phase is now common to all atoms. Combining this rule with projections \(P\), or (14) with projections \(p\), multiplies the result for atom \(a\) by \(e^{i(\mathbf k\cdot\mathbf d_a-R\mathbf k\cdot\mathbf d_{a'})}\) or by its inverse. The relative phases are wrong whenever this factor differs between atoms.

The conventions also differ when \(R\mathbf k\) is relabelled \(R\mathbf k+\mathbf G\) to bring it into a chosen zone. The function \(\psi'\) is unchanged, so \(P\) is unchanged. The quantity \(p'_{a'lm}\) acquires \(e^{-i\mathbf G\cdot\mathbf d_{a'}}\), which can differ from atom to atom.

If the Hamiltonian is real, \((\psi')^*\) is an eigenstate at \(-R\mathbf k\) with the same energy. Since the projectors are real,

\[
P_{a'lm}[(\psi')^*]=P_{a'lm}[\psi']^*
=e^{+iR\mathbf k\cdot\mathbf L_a}\sum_{m'}D^l_{mm'}P_{alm'}[\psi_{\mathbf k}]^* . \tag{22}
\]

## States from a separate diagonalization

A diagonalization at \(R\mathbf k\) need not return \(\psi'\) itself. For a nondegenerate level it returns \(\psi'\) times an arbitrary phase. For a degenerate level it returns \(\chi_n=\sum_j\psi'_jU_{jn}\) with an arbitrary unitary \(U\). Collect the projections in a matrix \(\mathbf P\), with rows \((alm)\) and one column per state of the level. Then \(\mathbf P[\chi]=\mathbf P[\psi']U\), and

\[
\mathbf M=\mathbf P\mathbf P^\dagger,\qquad
\mathbf M[\chi]=\mathbf P[\psi']UU^\dagger\mathbf P[\psi']^\dagger=\mathbf M[\psi'] . \tag{23}
\]

This matrix can be compared without matching phases. Its block between the images of atoms \(a\) and \(b\) contains \(e^{-iR\mathbf k\cdot(\mathbf L_a-\mathbf L_b)}\), so it retains the relative Bloch phase.

## A quarter turn in a diamond-structure model

Take a cubic lattice constant \(a=0.50\) nm and equal atoms at \(\mathbf d_1=0\) and \(\mathbf d_2=a(\tfrac14,\tfrac14,\tfrac14)\). Each atom carries a local potential \(-V_0e^{-r^2/2s^2}\), with \(V_0=20\) eV and \(s=0.08\) nm. Its projectors have \(f_l\propto r^le^{-r^2/2w^2}\), with \(w=0.06\) nm and \(\int r^2f_l^2dr=1\). Their strengths are 10, −5 and 4 eV for s, p and d. These are model parameters. The Hamiltonian was diagonalized in the 136 plane waves below 150 eV at \(\mathbf k=(0.10,0.20,0.35)\,2\pi/a\).

The operation is \((x,y,z)\to(x,-z,y)\) followed by \(\boldsymbol\tau=\mathbf d_2\). It gives \(R\mathbf k=(0.10,-0.35,0.20)\,2\pi/a\). Atom 1 goes to atom 2 with \(\mathbf L_1=0\). Atom 2 goes to

\[
a(\tfrac14,-\tfrac14,\tfrac14)+a(\tfrac14,\tfrac14,\tfrac14)=a(\tfrac12,0,\tfrac12),
\]

so its image is atom 1 with \(\mathbf L_2=a(\tfrac12,0,\tfrac12)\). The phase angle is \(-360^\circ(0.10+0.20)/2=-54^\circ\), and \(e^{-i54^\circ}=0.5878-0.8090i\).

For \(l=1\), the substitution gives \(p_y\to-p_z\) and \(p_z\to p_y\). For \(l=2\), the function \(3z^2-1\) on the unit sphere becomes

\[
3y^2-1=-\tfrac12(3z^2-1)-\tfrac32(x^2-y^2). \tag{24}
\]

This follows from \(x^2=1-y^2-z^2\). The normalized functions are proportional to \((3z^2-1)/(2\sqrt3)\) and \((x^2-y^2)/2\), with the same prefactor. The \(z^2\) row of \(D^2\) therefore has entries \(-\tfrac12\) and \(-\sqrt3/2\).

The second band lies at −0.717 eV, 0.446 eV from its nearest neighbour. Its overall phase is fixed by making the s projection on atom 1 real and positive. Some projections on atom 2 at \(\mathbf k\) are

- s: \(-0.1922+0.1968i\)
- \(p_y\): \(0.0064+0.4881i\)
- \(d_{z^2}\): \(-0.0004-0.0051i\)
- \(d_{x^2-y^2}\): \(-0.0102+0.0155i\)

Equation (14) gives the rotated projections on atom 1:

\[
\begin{aligned}
P'_{1,s}&=(0.5878-0.8090i)(-0.1922+0.1968i)=0.046+0.271i,\\
P'_{1,p_z}&=(0.5878-0.8090i)(0.0064+0.4881i)=0.399+0.282i,\\
P'_{1,z^2}&=(0.5878-0.8090i)\big[-\tfrac12(-0.0004-0.0051i)\\
&\qquad-0.8660(-0.0102+0.0155i)\big]=-0.0035-0.0137i .
\end{aligned} \tag{25}
\]

Integrating the rotated function (5) against the projectors on a cubic mesh of spacing 0.03 nm gives the same values to the digits shown. The \(z^2\) projection grows although its own initial value is tiny: the second term in the bracket feeds it from \(x^2-y^2\).

The two atoms have equal moduli in each channel at \(\mathbf k\); for s, \(|-0.1922+0.1968i|=0.2751\), the value on atom 1. This follows from inversion with \(\boldsymbol\tau=\mathbf d_2\), which exchanges the atoms with \(\mathbf L_1=\mathbf L_2=0\). Followed by complex conjugation, it returns the wavevector to \(\mathbf k\). For a nondegenerate band the resulting state is \(e^{i\eta}\psi_{\mathbf k}\), with \(\eta\) real, and (22) gives

\[
e^{i\eta}P_{2lm}=(-1)^lP_{1lm}^* . \tag{26}
\]

The summed \(|P|^2\) over both atoms is 0.151, 0.882 and 0.209 for s, p and d. Equation (18) then gives \(10(0.151)-5(0.882)+4(0.209)=-2.06\) eV. A separate diagonalization at \(R\mathbf k\) gives the same nonlocal energy and the same band energy. Its eigenvector differs from \(\psi'\) by a phase of −42.4°, which was set by the numerical solver.

Omitting the Bloch phase leaves both energies unchanged but alters \(\mathbf M\). The largest projection modulus is 0.488 on each atom, so the largest error in an interatomic element is

\[
(0.488)^2\,|1-e^{-i54^\circ}|=0.238\times2\sin27^\circ=0.216 . \tag{27}
\]

The largest element of \(\mathbf M\) itself is 0.238. An energy comparison would miss an error almost as large as the matrix element it affects.

A degenerate level shows the other limitation. At \(\mathbf k=(0,0,0.40)\,2\pi/a\), bands 2 and 3 coincide at −0.92 eV, and eight operations leave \(\mathbf k\) fixed. For one state of the pair, as returned by the solver, these operations change some element of \(\mathbf M\) by up to 0.55. That number depends on which state of the pair was returned. When both states are included, \(\mathbf M\) transforms into itself to rounding error, as (23) requires.
